# Alpha sensitivity of an alkali-like line: finite differences and Fermi-Segre

## Problem

An alkali-like atom has a point nucleus of charge $Z=37$, a closed core of 36 electrons and one valence electron. The valence electron moves in the model potential

$$V(r)=-\frac{1+36f(r)}{r},\qquad f(r)=\frac{1}{H(e^{r/d}-1)+1},$$

with $d=0.8$ bohr and $H=3.5$. Thus $V\to-Z/r$ at the nucleus and $V\to-1/r$ far away. Let the fine-structure constant change from its present value $\alpha_0$ to $\alpha$, and define

$$x=(\alpha/\alpha_0)^2-1,\qquad q=\left.\frac{d\omega}{dx}\right|_{x=0},$$

where $\omega$ is the energy of the line $5s$–$5p_j$. Find $q$ for $j=1/2$ and $3/2$ by finite differences in the speed of light $c$. Compare it with the Fermi-Segre estimate, which uses only $Z$, $j$ and the level energies.

Energies are in hartree and exclude the rest energy. In atomic units $c=1/\alpha$, so the change of $\alpha$ is made by

$$c=\frac{c_0}{\sqrt{1+x}},\qquad c_0=137.036.$$

The hartree, the bohr and $V(r)$ are held fixed. Core relaxation, correlation, the Breit interaction and QED corrections are therefore absent, and $q$ belongs to this model, not to a real atom.

## First estimate by scaling

At $r\sim1/Z$ the potential is nearly $-Z/r$ and the electron has momentum $p\sim Z$. The relativistic correction to its kinetic energy is of order $-p^4/c^2\sim-Z^2(Z\alpha)^2$.

The electron is seldom there. It crosses this region in a time $(1/Z)/Z=1/Z^2$, once per radial period. With $E=-1/(2\nu^2)$, which defines the effective quantum number $\nu$, the period is of order $dn/dE\sim\nu^3$. The fraction of time spent near the nucleus is thus $1/(Z^2\nu^3)$, and

$$\frac{dE}{dx}\sim-\frac{(Z\alpha)^2}{\nu^3}.$$

The shift is proportional to $\alpha^2$, so it equals its own derivative with respect to $x$ at $x=0$. With $Z\alpha=0.270$ and $\nu\approx2$ the size is $0.0729/8\approx0.009$ hartree. Scaling gives neither the numerical factor nor the dependence on $j$, and a line needs both, since $q$ is a difference of two such slopes.

## Exact solution in the fixed potential

**Finite differences.** Let $E_m$ be a level energy at $x=mh$. In $E_m-E_{-m}$ the even powers of $h$ cancel:

$$E_m-E_{-m}=2mhE'+\frac{m^3h^3}{3}E'''+O(h^5).$$

The two-point slope $(E_2-E_{-2})/(4h)$ has the error $2h^2E'''/3$. In the combination

$$E'\approx\frac{8(E_1-E_{-1})-(E_2-E_{-2})}{12h}$$

the coefficient of $E'$ is $(16h-4h)/(12h)=1$, and the cubic terms cancel because $8\cdot1^3-2^3=0$. The error is then of order $h^4$. Each $E_m$ comes from diagonalising the Dirac Hamiltonian in a spline basis, with $h=0.05$.

**An independent formula for the slope.** Let $P$ and $Q$ be the large and small radial functions, with $\int_0^\infty(P^2+Q^2)\,dr=1$. The Dirac quantum number is $\kappa=-l-1$ for $j=l+1/2$ and $\kappa=l$ for $j=l-1/2$, so that $|\kappa|=k\equiv j+1/2$. The radial equations are

$$c\left(P'+\frac{\kappa}{r}P\right)=(E-V+2c^2)Q,\qquad c\left(-Q'+\frac{\kappa}{r}Q\right)=(E-V)P.$$

Put $\varphi=cQ$, $\lambda=\alpha^2$ and $W=E-V$. Then

$$P'=-\frac{\kappa}{r}P+(2+\lambda W)\varphi,\qquad \varphi'=\frac{\kappa}{r}\varphi-WP,$$

and $\lambda$ appears explicitly in one place. Differentiate with respect to $\lambda$, marked by a dot; since $V$ is fixed, $\dot W=\dot E$:

$$\dot P'=-\frac{\kappa}{r}\dot P+(2+\lambda W)\dot\varphi+(W+\lambda\dot E)\varphi,$$

$$\dot\varphi'=\frac{\kappa}{r}\dot\varphi-W\dot P-\dot E P.$$

Now form $(P\dot\varphi-\varphi\dot P)'=P'\dot\varphi+P\dot\varphi'-\varphi'\dot P-\varphi\dot P'$. On substitution, the terms with $\kappa$, those with $WP\dot P$ and those with $(2+\lambda W)\varphi\dot\varphi$ cancel in pairs. What remains is

$$(P\dot\varphi-\varphi\dot P)'=-\dot E(P^2+\lambda\varphi^2)-W\varphi^2.$$

Integrate over $r$. The left side gives zero: the functions decay at infinity, and near the nucleus $P,\varphi\sim r^\gamma$ with $\gamma=\sqrt{k^2-(Z\alpha)^2}>0$, so the bracket vanishes at least as fast as $r^{2\gamma}\ln r$. Because $\lambda\varphi^2=Q^2$, the normalisation integral multiplies $\dot E$, and $\dot E=-\int W\varphi^2dr$. Finally $\lambda=\alpha_0^2(1+x)$ gives $dE/dx=\alpha_0^2\dot E$ at $x=0$:

$$\boxed{\frac{dE}{dx}=-\int_0^\infty(E-V)\,Q^2\,dr}$$

Where $E>V$ the integrand lowers the level as $\alpha$ grows. The integrand also gives one way to assign the shift to radii, and it is the one used below. The assignment is not unique: an integration by parts moves weight between radii and leaves the total unchanged.

**Results.** The $5s$ slope is $-0.00530485$ from two points, $-0.00530463$ from four points and $-0.00530463$ from the integral. The four-point slopes are

| Level | $E$ (hartree) | $\nu$ | $dE/dx$ (hartree) |
|---|---:|---:|---:|
| $5s_{1/2}$ | $-0.15857$ | 1.7757 | $-0.005305$ |
| $5p_{1/2}$ | $-0.09841$ | 2.2541 | $-0.002105$ |
| $5p_{3/2}$ | $-0.09700$ | 2.2704 | $-0.000612$ |

The $4d_{3/2}$ level lies at $-0.0652$ hartree, so $5s$ is below the other valence levels computed. Upper slope minus lower slope gives

$$q_{1/2}=-0.002105+0.005305=0.00320\ \text{hartree}=702\ \text{cm}^{-1},$$

$$q_{3/2}=-0.000612+0.005305=0.00469\ \text{hartree}=1030\ \text{cm}^{-1}.$$

Both are positive: a larger $\alpha$ lowers $5s$ more than $5p$.

## The Fermi-Segre estimate

The factor missing from the scaling estimate follows from three approximations: lowest order in $\alpha$, an unscreened nucleus wherever the shift arises, and $|E|\ll Z/r$ there. Fixing the amplitude takes two more: a semiclassical normalisation matched where the nucleus is still unscreened, and a slowly varying quantum defect.

**Function near the nucleus.** With $\lambda=0$ and $W=Z/r$, the first radial equation gives $\varphi=\frac12(P'+\kappa P/r)$. Inserting this in the second, and using $\kappa(\kappa+1)=l(l+1)$, gives

$$P''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}\right]P.$$

Set $P=\sqrt r\,F(s)$ with $s=\sqrt{8Zr}$, so that $ds/dr=s/(2r)$. Then

$$P'=\frac{F+sF_s}{2\sqrt r},\qquad P''=\frac{s^2F_{ss}+sF_s-F}{4r^{3/2}},$$

and multiplication of the equation by $4r^{3/2}$ turns it into Bessel's equation,

$$s^2F_{ss}+sF_s+[s^2-(2l+1)^2]F=0.$$

The regular solution is $P=A\sqrt r\,J_{2l+1}(s)$. Hence

$$\varphi=\frac{A}{4\sqrt r}\left[sJ'_{2l+1}+(1+2\kappa)J_{2l+1}\right].$$

For $\kappa=l$ the bracket is $sJ_{2l}$, by $sJ_m'+mJ_m=sJ_{m-1}$. For $\kappa=-l-1$ it is $-sJ_{2l+2}$, by $sJ_m'-mJ_m=-sJ_{m+1}$. In both cases the index is $2k$. Since $s/\sqrt r=\sqrt{8Z}$,

$$\varphi=\pm\frac{A\sqrt{8Z}}{4}J_{2k}(s),\qquad \varphi^2=\frac{A^2Z}{2}J_{2k}^2(s).$$

**Radial integral.** With $dr/r=2\,ds/s$,

$$\int_0^\infty\frac Zr\varphi^2dr=A^2Z^2\int_0^\infty J_{2k}^2\,\frac{ds}{s}.$$

To evaluate it, write Bessel's equation of index $\mu$ as $(sJ')'+(s-\mu^2/s)J=0$, and let a dot now mean $\partial/\partial\mu$. Differentiation gives $(s\dot J')'+(s-\mu^2/s)\dot J=2\mu J/s$. Multiply this by $J$, subtract $\dot J$ times the original equation, and obtain

$$\frac{d}{ds}\left[s(J\dot J'-\dot JJ')\right]=\frac{2\mu J^2}{s}.$$

The bracket vanishes at $s=0$ for $\mu>0$. At large $s$, $J\approx\sqrt{2/\pi s}\cos\theta$ with $\theta=s-\mu\pi/2-\pi/4$, so $\dot J\approx\frac{\pi}{2}\sqrt{2/\pi s}\sin\theta$. The bracket then tends to $\cos^2\theta+\sin^2\theta=1$. Therefore $\int_0^\infty J_\mu^2\,ds/s=1/(2\mu)$, which is $1/(4k)$ for $\mu=2k$.

**Amplitude.** At large $s$ the average of $P^2$ over an oscillation is

$$\overline{P^2}=\frac{A^2r}{\pi s}=\frac{A^2\sqrt r}{\pi\sqrt{8Z}}.$$

The semiclassical function has $\overline{P^2}=N/p$, with the radial momentum $p=\sqrt{2(E-V)-(l+\tfrac12)^2/r^2}$ and $N\int dr/p=1$ over the allowed region. At large $s$ the centrifugal term is smaller than $2Z/r$ by the factor $(2l+1)^2/s^2$, and it is dropped in the matching below. Differentiating the quantisation rule $\int p\,dr=\pi(n+\text{const})$ with respect to $E$ gives $\int dr/p=\pi\,dn/dE$. So $N=D/\pi$ with $D=dE/dn$. Where $p=\sqrt{2Z/r}$, this means $\overline{P^2}=D\sqrt r/(\pi\sqrt{2Z})$, and comparison gives $A^2=2D$.

For an $s$ state, $J_1\approx s/2$ at small $s$ gives $P\approx A\sqrt{2Z}\,r$, hence $P'(0)^2=4ZD$. If the quantum defect $n-\nu$ varies slowly, $E=-1/(2\nu^2)$ gives $D\approx1/\nu^3$.

**Result.** Since $\alpha^2\varphi^2=Q^2$, the slope is $-\alpha^2\cdot2D\cdot Z^2/(4k)$, or

$$\frac{dE}{dx}\approx-\frac{(Z\alpha)^2}{2k\nu^3},\qquad q\approx\frac{(Z\alpha)^2}{2}\left[\frac1{\nu_s^3}-\frac1{k\nu_p^3}\right],$$

where $k$ in the second formula belongs to the $p$ level.

**Higher orders in $Z\alpha$.** The exact Coulomb energy is $c^2[(1+(Z\alpha)^2/n_*^2)^{-1/2}-1]$ with $n_*=n-k+\gamma$. At high $n$ it tends to $-Z^2/(2n_*^2)$, with corrections that fall as $n_*^{-4}$. The leading slope is $(Z^2/n_*^3)\,d\gamma/dx$, and $d\gamma/dx=-(Z\alpha)^2/(2\gamma)$. As $Z^2/n_*^3=D$, the factor $1/(2k)$ becomes $1/(2\gamma)$.

## Comparison

With $(Z\alpha)^2=0.0729$ the estimates are

$$5s:\ -\frac{0.0729}{2(1.7757)^3}=-0.00651,\qquad 5p_{1/2}:\ -\frac{0.0729}{2(2.2541)^3}=-0.00318,$$

$$5p_{3/2}:\ -\frac{0.0729}{4(2.2704)^3}=-0.00156\ \text{hartree}.$$

The computed slopes are 0.81, 0.66 and 0.39 of these. For the lines the picture differs:

| Line | $q$ computed | $q$ Fermi-Segre | Ratio |
|---|---:|---:|---:|
| $5s$–$5p_{1/2}$ | 702 cm⁻¹ | 730 cm⁻¹ | 0.96 |
| $5s$–$5p_{3/2}$ | 1030 cm⁻¹ | 1087 cm⁻¹ | 0.95 |

The agreement of the lines rests on cancellation. The estimate exceeds the size of the computed slope by 0.00121 hartree for $5s$, 0.00108 for $5p_{1/2}$ and 0.00095 for $5p_{3/2}$. These excesses nearly cancel in the differences. The few per cent found for $q$ thus do not measure the quality of the level estimates, and nothing here shows that the cancellation would persist in another potential.

Using $\gamma$ does not help: it raises the two line estimates to 0.00346 and 0.00519 hartree, further from the computed values. It corrects a fault smaller than those that remain in the level estimates.

**Screening.** At large $s$ the average of $J_{2k}^2$ is $1/(\pi s)$, so the part of the Bessel integral beyond $s$ is about $\int_s^\infty ds'/(\pi s'^2)=1/(\pi s)$. Relative to the whole, $1/(4k)$, this is $4k/(\pi s)$. At $r=0.21$ bohr, $s=7.9$, and for $k=1$ this asymptotic form gives 16% and the Bessel integral itself 15%; so much of the Coulomb shift still lies outside, where the core screens the nucleus.

The numerical check follows this for $5s$ at $c=10c_0$, where higher orders in $Z\alpha$ are small. It divides the shift gathered inside a radius by that of an unscreened nucleus with the same $P'(0)$. Since the Dirac function behaves as $r^\gamma$ with $\gamma$ slightly below 1, $P'(0)$ is taken as $P/r$ at the innermost grid point, $r\approx10^{-7}$ bohr. The factor $(2Zr)^{2(\gamma-1)}\approx1.009$ there raises $P'(0)^2$, and lowers the ratios below, by about 1%. The ratio is 0.98 inside 0.002 bohr, 0.90 inside 0.019 bohr, 0.79 inside 0.21 bohr and 0.69 for the whole atom. The neglect of $E$ cannot explain the fall within 0.21 bohr, since $|V|$ is still about 88 hartree there. Screening does.

For $5s$ a smaller error of the opposite sign lies in the amplitude. In the same calculation $P'(0)^2/(4Z)=0.188$ hartree (about 0.186 once the factor 1.009 is removed), against $1/\nu^3=0.170$. Allowing for the variation of the quantum defect between $5s$ and $6s$ raises the latter to $D=0.181$ hartree. Screening and amplitude together give $0.69\times0.188/0.170=0.76$ at $c=10c_0$. The step to 0.81 at $c_0$, about 7%, comes from higher orders in $Z\alpha$, of which the factor $k/\gamma=1.04$ accounts for only part.

For $5p_{3/2}$ the asymptotic tail fraction $4k/(\pi s)$ is twice as large (at $s=7.9$ the Bessel integral gives 35% against 15%), which may be one reason why its ratio is the lowest. This radial analysis was not made for the $p$ levels, however. The same argument does not explain why $5p_{1/2}$, with the same index $2k=2$ as $5s$, has a lower ratio than $5s$. The amplitude of the $p$ levels enters as well, and its error cannot be assumed to have the size or sign found for $5s$.

**Fine structure.** For $\alpha\to0$ the two $p$ levels coincide, because $V$ does not depend on spin. Their interval is then $a(1+x)+b(1+x)^2+\dots$, whose slope at $x=0$ is $a+2b+\dots$. To leading order the difference of the two $q$ equals the interval itself. The computed values are 0.00149 and 0.00141 hartree, and the 6% excess measures the higher powers of $\alpha^2$.

**Meaning of $q$.** A small relative change $\varepsilon$ of $\alpha$ gives $x\approx2\varepsilon$, so $\delta\omega/\omega=(2q/\omega)\varepsilon$. With $\omega=0.0602$ and 0.0616 hartree, the factors $2q/\omega$ are 0.106 and 0.152. The frequency ratio of the two lines, in which the unit of energy drops out, changes by a relative amount of about $0.046\,\varepsilon$ in this model.

## Computed results

```
Z = 37, d = 0.8 bohr, H = 3.5
c0 = 137.035999 a.u., Z*alpha = 0.27000
step h in x = 0.05; two-point formula uses 2h = 0.1
Coulomb check, worst relative error of E: 1.6e-10
Coulomb check, worst relative error of slope: 6.0e-10
5s1/2: E = -0.158568 hartree, nu = 1.7757
  slope, two-point:  -0.00530485 hartree
  slope, four-point: -0.00530463 hartree
  slope, integral:   -0.00530463 hartree
  Fermi-Segre:       -0.006510 hartree
  same with gamma:   -0.006761 hartree
  computed/Fermi-Segre = 0.815
5p1/2: E = -0.098407 hartree, nu = 2.2541
  slope, two-point:  -0.00210554 hartree
  slope, four-point: -0.00210548 hartree
  slope, integral:   -0.00210548 hartree
  Fermi-Segre:       -0.003183 hartree
  same with gamma:   -0.003305 hartree
  computed/Fermi-Segre = 0.662
5p3/2: E = -0.096998 hartree, nu = 2.2704
  slope, two-point:  -0.00061156 hartree
  slope, four-point: -0.00061155 hartree
  slope, integral:   -0.00061155 hartree
  Fermi-Segre:       -0.001557 hartree
  same with gamma:   -0.001572 hartree
  computed/Fermi-Segre = 0.393
4d3/2: E = -0.065178 hartree
Weakly relativistic 5s, c = 10 c0:
  nu = 1.8041, 1/nu^3 = 0.17029 hartree
  dE/dn from 5s and 6s = 0.18139 hartree
  P'(0)^2/(4Z) = 0.18817 hartree
  shift inside 0.00200 bohr, model/Coulomb = 0.981
  shift inside 0.01893 bohr, model/Coulomb = 0.898
  shift inside 0.21045 bohr, model/Coulomb = 0.793
  whole shift, model/Coulomb = 0.689
Line 5s-5p1/2: omega = 0.060160 hartree
  q = 0.003199 hartree = 702.1 cm^-1
  q Fermi-Segre = 0.003327 hartree = 730.2 cm^-1
  q with gamma = 0.003456 hartree
  computed/Fermi-Segre = 0.962
Line 5s-5p3/2: omega = 0.061570 hartree
  q = 0.004693 hartree = 1030.0 cm^-1
  q Fermi-Segre = 0.004953 hartree = 1087.0 cm^-1
  q with gamma = 0.005189 hartree
  computed/Fermi-Segre = 0.948
Fine-structure interval = 0.0014098 hartree
Difference of the two q = 0.0014939 hartree
```
